**Water balance and gel point of a trialkoxysilane**

The program tests that a trialkoxysilane needs $r=0.75$ water molecules per silicon at the ideal gel point and $r=1.5$ for complete condensation, when all water is consumed in forming siloxane links. Here $p$ is the fraction of the three original groups per silicon that have become link ends, and $r=3p/2$. Element balances, solved as linear equations, assert one water per link and 1.5 per silicon in the fully condensed resin. Integrated rate equations assert that the final number of links equals the dose up to 1.5 per silicon, and that water beyond this remains free. Random pairing of groups on 100000 units, in four runs, places the threshold at 0.76 links per silicon on a grid of 0.02, within the asserted tolerance of the predicted 0.75. The same simulation gives a mean size of 7.02 silicons at $p=0.4$ and a gel fraction of 0.705 at $p=0.6$, against predicted values of 7.00 and 0.704. For 100 g of methyltrimethoxysilane the output gives 9.92 g of water at the ideal gel point and 19.84 g for complete condensation. In the limiting model where all silicons first form rings of four silicons, and with silanol on 10 % of the groups, the calculated gel-point dose rises to 1.467 per silicon.

## Check in Python

```python
"""
Result under test: a trialkoxysilane R'Si(OR)3 needs r = 0.75 water per Si
to reach the ideal gel point and r = 1.5 for complete condensation, when all
water is consumed in forming Si-O-Si links.
Symbols: p = fraction of the three groups per Si that are ends of links,
r = water supplied per Si, f = number of reactive groups per unit.
Ideal: equal independent reactivity, no rings in finite molecules.
"""
import numpy as np
import sympy as sp
from scipy.integrate import solve_ivp
from scipy.sparse import coo_matrix
from scipy.sparse.csgraph import connected_components
from pyscf.data import elements

# ---------- derived formulas ----------
def water_from_conversion(p):
    return 3 * p / 2

def gel_conversion(f):
    return 1 / (f - 1)

r_gel = water_from_conversion(gel_conversion(3))
r_full = water_from_conversion(1.0)

# ---------- element balances, solved as linear equations ----------
# atoms in the order C, H, O, Si
silane = (4, 12, 3, 1)       # CH3Si(OCH3)3
water = (0, 2, 1, 0)
methanol = (1, 4, 1, 0)
dimer = (6, 18, 5, 2)        # one Si-O-Si link
resin_pair = (2, 6, 3, 2)    # two CH3SiO1.5 units

def balance(product):
    """Water and methanol per one formula unit of product."""
    matrix = sp.Matrix([silane, water, product, methanol]).T
    kernel = matrix.nullspace()
    assert len(kernel) == 1
    vector = kernel[0] / kernel[0][2]
    return [float(-vector[0]), float(-vector[1]), float(vector[3])]

silane_d, water_per_link, methanol_per_link = balance(dimer)
silane_r, water_r, methanol_r = balance(resin_pair)
assert abs(silane_d - 2) < 1e-12 and abs(water_per_link - 1) < 1e-12
assert abs(methanol_per_link - 2) < 1e-12
assert abs(water_r / silane_r - r_full) < 1e-12

# ---------- kinetics: where does the water end up? ----------
K_HYDROLYSIS, K_WATER_COND, K_ALCOHOL_COND = 100.0, 1.0, 0.1

def rates(t, y):
    alkoxy, free_water, silanol, links = y
    v1 = K_HYDROLYSIS * alkoxy * free_water
    v2 = K_WATER_COND * silanol**2
    v3 = K_ALCOHOL_COND * silanol * alkoxy
    return [-v1 - v3, -v1 + v2, v1 - 2 * v2 - v3, v2 + v3]

def links_reach_gel(t, y):
    return y[3] - r_gel

def react(dose, event=None):
    return solve_ivp(rates, (0, 1e5), [3.0, dose, 0.0, 0.0],
                     method="LSODA", rtol=1e-9, atol=1e-12, events=event)

final_links = {}
final_water = {}
for dose in (0.75, 1.2, 1.5, 2.0):
    run = react(dose)
    assert run.success
    final_links[dose] = run.y[3, -1]
    final_water[dose] = run.y[1, -1]
    assert abs(final_links[dose] - min(dose, r_full)) < 2e-3
    assert abs(final_water[dose] - max(dose - r_full, 0)) < 2e-3

gel_run = react(1.5, links_reach_gel)
at_gel = gel_run.y_events[0][0]
assert abs(at_gel[1] + at_gel[2] + at_gel[3] - 1.5) < 1e-6

# ---------- random pairing of groups ----------
N_UNITS, N_RUNS = 100000, 4
rng = np.random.default_rng(7)

def cluster_sizes(order, links_per_unit):
    n_links = int(round(links_per_unit * N_UNITS))
    ends = order[:2 * n_links].reshape(-1, 2)
    graph = coo_matrix((np.ones(n_links), (ends[:, 0], ends[:, 1])),
                       shape=(N_UNITS, N_UNITS))
    labels = connected_components(graph, directed=False)[1]
    return np.bincount(labels).astype(float)

def find_threshold(f):
    """Links per unit where the mean size without the largest peaks."""
    grid = np.arange(0.50, 1.001, 0.02)
    signal = np.zeros(len(grid))
    orders = []
    for _ in range(N_RUNS):
        order = rng.permutation(f * N_UNITS) // f
        orders.append(order)
        for i, x in enumerate(grid):
            s = cluster_sizes(order, x)
            signal[i] += (np.sum(s**2) - s.max()**2) / N_UNITS
    return grid[np.argmax(signal)], orders

threshold_3, orders_3 = find_threshold(3)
threshold_4, _ = find_threshold(4)
# tolerance: two grid steps, covering the finite-size width of the peak
assert abs(threshold_3 - r_gel) < 0.041
ring_links = 4 * gel_conversion(4) / 2
assert abs(threshold_4 - ring_links) < 0.041

p_below, p_above = 0.4, 0.6
size_formula = (1 + p_below) / (1 - 2 * p_below)
size_random = np.mean([
    np.sum(cluster_sizes(o, water_from_conversion(p_below))**2) / N_UNITS
    for o in orders_3])
assert abs(size_random / size_formula - 1) < 0.05
gel_formula = 1 - ((1 - p_above) / p_above)**3
gel_random = np.mean([
    cluster_sizes(o, water_from_conversion(p_above)).max() / N_UNITS
    for o in orders_3])
assert abs(gel_random - gel_formula) < 0.015

# ---------- closed cube of eight Si: fully condensed but finite ----------
cube = [(a, a ^ bit) for a in range(8) for bit in (1, 2, 4) if a < a ^ bit]
cube_links_per_si = len(cube) / 8
assert np.all(np.bincount(np.array(cube).ravel()) == 3)
assert abs(cube_links_per_si - r_full) < 1e-12

# ---------- worked example: 100 g methyltrimethoxysilane ----------
def molar_mass(atoms):
    return sum(n * elements.MASSES[elements.charge(s)]
               for n, s in zip(atoms, ("C", "H", "O", "Si")))

batch = 100.0
m_silane, m_water = molar_mass(silane), molar_mass(water)
m_methanol, m_resin = molar_mass(methanol), molar_mass(resin_pair) / 2
moles = batch / m_silane

def water_grams(r):
    return moles * r * m_water

resin_grams = moles * m_resin
methanol_grams = moles * methanol_r / silane_r * m_methanol
assert abs(batch + water_grams(r_full) - resin_grams - methanol_grams) < 1e-6

# ---------- neglected effects ----------
r_ring = 1 + ring_links / 4
silanol_fraction = 0.10
r_silanol = r_gel + 3 * silanol_fraction
r_both = r_ring + 3 * silanol_fraction
dose_practice = 3.0

print("IDEAL RESULT")
print(f"Water per Si-O-Si link: {water_per_link:.2f}")
print(f"Methanol per link: {methanol_per_link:.2f}")
print(f"Gel-point conversion p: {gel_conversion(3):.3f}")
print(f"Water per Si at gel point: {r_gel:.3f}")
print(f"Water per Si, full condensation: {r_full:.3f}")
print("KINETIC CHECK (long time, per Si)")
for dose in final_links:
    print(f"Dose {dose:.2f}: links {final_links[dose]:.3f}, "
          f"free water {final_water[dose]:.3f}")
print("RANDOM PAIRING CHECK")
print(f"Units per run: {N_UNITS}, runs: {N_RUNS}")
print(f"Threshold found, links per Si: {threshold_3:.2f} (grid 0.02)")
print(f"Mean size at p={p_below}: formula {size_formula:.2f}, "
      f"random {size_random:.2f} Si")
print(f"Gel fraction at p={p_above}: formula {gel_formula:.3f}, "
      f"random {gel_random:.3f}")
print(f"Links per Si in closed cube of 8 Si: {cube_links_per_si:.2f}")
print("EXAMPLE: methyltrimethoxysilane")
print(f"Batch: {batch:.0f} g")
print(f"Molar mass silane: {m_silane:.2f} g/mol")
print(f"Molar mass water: {m_water:.3f} g/mol")
print(f"Molar mass methanol: {m_methanol:.2f} g/mol")
print(f"Molar mass CH3SiO1.5: {m_resin:.2f} g/mol")
print(f"Amount of Si: {moles:.4f} mol")
print(f"Water at ideal gel point: {water_grams(r_gel):.2f} g")
print(f"Water for full condensation: {water_grams(r_full):.2f} g")
print(f"Resin at full condensation: {resin_grams:.2f} g")
print(f"Methanol at full condensation: {methanol_grams:.2f} g")
print(f"Water at {dose_practice:.0f} per Si: "
      f"{water_grams(dose_practice):.2f} g")
print(f"Of this, excess over full condensation: "
      f"{water_grams(dose_practice - r_full):.2f} g")
print("NEGLECTED EFFECTS")
print(f"Ring model threshold, links between rings per ring: "
      f"formula {ring_links:.3f}, random {threshold_4:.2f}")
print(f"All Si in 4-rings: gel at r = {r_ring:.3f}, "
      f"p = {2 * r_ring / 3:.3f}, {water_grams(r_ring):.2f} g water")
print(f"Silanol on {100 * silanol_fraction:.0f} % of groups: "
      f"gel at r = {r_silanol:.3f}, {water_grams(r_silanol):.2f} g water")
print(f"Both: gel at r = {r_both:.3f}, {water_grams(r_both):.2f} g water")
print(f"Both, ratio to ideal gel dose: {r_both / r_gel:.2f}")
print(f"Relative rate constants (hydrolysis, water cond., alcohol cond.): "
      f"{K_HYDROLYSIS:.0f}, {K_WATER_COND:.0f}, {K_ALCOHOL_COND:.1f}")
print(f"Dose 1.5, when links = {at_gel[3]:.2f} per Si: "
      f"silanol {at_gel[2]:.3f}, free water {at_gel[1]:.3f} per Si")
print("success")
```

Running it gives:

```
IDEAL RESULT
Water per Si-O-Si link: 1.00
Methanol per link: 2.00
Gel-point conversion p: 0.500
Water per Si at gel point: 0.750
Water per Si, full condensation: 1.500
KINETIC CHECK (long time, per Si)
Dose 0.75: links 0.750, free water 0.000
Dose 1.20: links 1.200, free water -0.000
Dose 1.50: links 1.500, free water 0.000
Dose 2.00: links 1.500, free water 0.500
RANDOM PAIRING CHECK
Units per run: 100000, runs: 4
Threshold found, links per Si: 0.76 (grid 0.02)
Mean size at p=0.4: formula 7.00, random 7.02 Si
Gel fraction at p=0.6: formula 0.704, random 0.705
Links per Si in closed cube of 8 Si: 1.50
EXAMPLE: methyltrimethoxysilane
Batch: 100 g
Molar mass silane: 136.22 g/mol
Molar mass water: 18.015 g/mol
Molar mass methanol: 32.04 g/mol
Molar mass CH3SiO1.5: 67.12 g/mol
Amount of Si: 0.7341 mol
Water at ideal gel point: 9.92 g
Water for full condensation: 19.84 g
Resin at full condensation: 49.27 g
Methanol at full condensation: 70.57 g
Water at 3 per Si: 39.67 g
Of this, excess over full condensation: 19.84 g
NEGLECTED EFFECTS
Ring model threshold, links between rings per ring: formula 0.667, random 0.68
All Si in 4-rings: gel at r = 1.167, p = 0.778, 15.43 g water
Silanol on 10 % of groups: gel at r = 1.050, 13.89 g water
Both: gel at r = 1.467, 19.40 g water
Both, ratio to ideal gel dose: 1.96
Relative rate constants (hydrolysis, water cond., alcohol cond.): 100, 1, 0.1
Dose 1.5, when links = 0.75 per Si: silanol 0.743, free water 0.007 per Si
success
```
